# Oscillator Strength and Polarizability of the One-Dimensional Delta Well: a program that tests the result

```python
"""Oscillator-strength density and polarizability of the 1D delta well.

Atomic units. H = p^2/2 - kappa*delta(x), one bound state with
E0 = -kappa^2/2. For final energy E = k^2/2 in the odd continuum:
    df/dE = 16 kappa^3 k / (pi (k^2 + kappa^2)^3)
    integral of df/dE over E = 1
    alpha = integral of (df/dE)/(E - E0)^2 = 5/(4 kappa^4)
Here f = 2 (E - E0) |<E|x|0>|^2 and the field shift is -alpha F^2/2.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar


def strength_density(energy, kappa):
    k = np.sqrt(2 * energy)
    return 16 * kappa**3 * k / (np.pi * (k**2 + kappa**2)**3)


def dipole_formula(k, kappa):
    return 4 * kappa**1.5 * k / (np.sqrt(np.pi) * (k**2 + kappa**2)**2)


def alpha_formula(kappa):
    return 5 / (4 * kappa**4)


def grid_hamiltonian(kappa, half_width, step, field=0.0):
    """Finite-difference H; the delta is one point of weight 1/step."""
    n_side = int(round(half_width / step)) - 1
    x = step * np.arange(-n_side, n_side + 1)
    diagonal = 1 / step**2 + field * x
    diagonal[n_side] -= kappa / step
    off_diagonal = np.full(len(x) - 1, -0.5 / step**2)
    return x, diagonal, off_diagonal


kappa = 0.5
binding = kappa**2 / 2
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
alpha_si = constants.physical_constants[
    "atomic unit of electric polarizability"][0]

# Dipole matrix element by direct quadrature with normalized functions
print("kappa =", kappa, "1/bohr")
print(f"binding energy = {binding:.6f} hartree = "
      f"{binding * hartree_ev:.4f} eV")
for k in (0.2, 0.5, 1.0):
    half = quad(lambda x: x * np.exp(-kappa * x), 0, 80 / kappa,
                weight="sin", wvar=k, limit=400)[0]
    direct = 2 * np.sqrt(kappa / np.pi) * half
    assert abs(direct - dipole_formula(k, kappa)) < 1e-7
    print(f"k = {k:.1f} 1/bohr: <k|x|0> by quadrature = "
          f"{direct:.6f} bohr^(3/2)")

# Completeness of the odd sine functions for the vector x*psi0
x2_momentum = quad(lambda k: dipole_formula(k, kappa)**2, 0, np.inf)[0]
x2_position = quad(lambda x: 2 * kappa * x**2 * np.exp(-2 * kappa * x),
                   0, np.inf)[0]
assert abs(x2_momentum - x2_position) < 1e-7
print(f"<x^2> from continuum = {x2_momentum:.6f} bohr^2")
print(f"<x^2> from ground state = {x2_position:.6f} bohr^2")

# Integrals over the final energy
def energy_integral(power, upper=np.inf):
    def integrand(e):
        return strength_density(e, kappa) / (e + binding)**power
    low = quad(integrand, 0, binding, epsabs=1e-10)[0]
    if upper == binding:
        return low
    return low + quad(integrand, binding, upper, epsabs=1e-10)[0]


total_strength = energy_integral(0)
low_strength = energy_integral(0, binding)
alpha_integral = energy_integral(2)
low_alpha = energy_integral(2, binding)
assert abs(total_strength - 1) < 1e-6
assert abs(low_strength - 0.5) < 1e-6
assert abs(alpha_integral / alpha_formula(kappa) - 1) < 1e-6
print(f"total strength = {total_strength:.6f}")
print(f"strength from E < |E0| = {low_strength:.6f}")
print(f"alpha from df/dE = {alpha_integral:.5f} a.u. = "
      f"{alpha_integral * alpha_si:.4e} C^2 m^2/J")
print(f"share of alpha from E < |E0| = {low_alpha / alpha_integral:.4f}")

# Position and height of the maximum
peak = minimize_scalar(lambda e: -strength_density(e, kappa),
                       bounds=(1e-6, 5 * binding), method="bounded",
                       options={"xatol": 1e-10})
assert abs(peak.x / binding - 0.2) < 1e-5
print(f"peak at E = {peak.x:.6f} hartree, height = "
      f"{-peak.fun:.4f} 1/hartree")
for ratio in (0.05, 0.2, 1.0, 4.0):
    e = ratio * binding
    print(f"E/|E0| = {ratio:.2f}: E = {e:.5f} hartree, df/dE = "
          f"{strength_density(e, kappa):.5f} 1/hartree")

# Full spectrum in a large box, with no use of the continuum formulas
x, diagonal, off_diagonal = grid_hamiltonian(kappa, 60.0, 0.1)
levels, vectors = eigh_tridiagonal(diagonal, off_diagonal)
assert np.sum(levels < 0) == 1
gaps = levels - levels[0]
strengths = 2 * gaps * (vectors.T @ (x * vectors[:, 0]))**2
parity = np.sum(vectors * vectors[::-1], axis=0)
odd = parity < 0
largest_even = np.max(np.abs(strengths[~odd]))
assert largest_even < 1e-10
print(f"box: bound states = {np.sum(levels < 0)}, E0 = "
      f"{levels[0]:.6f} hartree")
print(f"box: largest even-state strength below 1e-10: "
      f"{largest_even < 1e-10}")
odd_levels, odd_strengths = levels[odd], strengths[odd]
for ratio in (0.2, 1.0, 4.0):
    n = int(np.argmin(np.abs(odd_levels - ratio * binding)))
    width = (odd_levels[n + 1] - odd_levels[n - 1]) / 2
    box_density = odd_strengths[n] / width
    formula = strength_density(odd_levels[n], kappa)
    # finite-difference errors are of order (k*step)^2, at most 1 percent
    assert abs(box_density / formula - 1) < 0.02
    print(f"box level E = {odd_levels[n]:.5f} hartree: df/dE = "
          f"{box_density:.4f}, formula {formula:.4f} 1/hartree")
box_total = np.sum(strengths)
box_alpha = np.sum(strengths[1:] / gaps[1:]**2)
# errors of order (kappa*step)^2 = 0.0025
assert abs(box_total - 1) < 3e-3
assert abs(box_alpha / alpha_formula(kappa) - 1) < 8e-3
print(f"box: total strength = {box_total:.5f}")
print(f"box: alpha from sum over states = {box_alpha:.4f} a.u.")

# Polarizability from the energy shift in a weak static field
for kap in (0.5, 0.8):
    field = 0.004 * kap**3
    energies = []
    for strength in (0.0, field):
        _, d, o = grid_hamiltonian(kap, 40.0, 0.04, strength)
        energies.append(eigh_tridiagonal(
            d, o, eigvals_only=True, select="i", select_range=(0, 0))[0])
    alpha_shift = -2 * (energies[1] - energies[0]) / field**2
    # grid error of order (kappa*step)^2, up to 0.001 times a few
    assert abs(alpha_shift / alpha_formula(kap) - 1) < 5e-3
    print(f"kappa = {kap}: field = {field:.6f} a.u., alpha from shift = "
          f"{alpha_shift:.4f}, formula {alpha_formula(kap):.4f} a.u.")

# First-order wavefunction on x > 0, checked symbolically
s, q = sp.symbols("s q", positive=True)
ground = sp.sqrt(q) * sp.exp(-q * s)
first = -ground * (s**2 / (2 * q) + s / (2 * q**2))
residual = -sp.diff(first, s, 2) / 2 + q**2 * first / 2 + s * ground
assert sp.simplify(residual) == 0
assert first.subs(s, 0) == 0
alpha_symbolic = sp.simplify(
    -4 * sp.integrate(sp.expand(ground * s * first), (s, 0, sp.oo)))
assert sp.simplify(alpha_symbolic - sp.Rational(5, 4) / q**4) == 0
print("alpha from first-order wavefunction (q = kappa):", alpha_symbolic)

print("PASS")
```

It prints:

```
kappa = 0.5 1/bohr
binding energy = 0.125000 hartree = 3.4014 eV
k = 0.2 1/bohr: <k|x|0> by quadrature = 1.897466 bohr^(3/2)
k = 0.5 1/bohr: <k|x|0> by quadrature = 1.595769 bohr^(3/2)
k = 1.0 1/bohr: <k|x|0> by quadrature = 0.510646 bohr^(3/2)
<x^2> from continuum = 2.000000 bohr^2
<x^2> from ground state = 2.000000 bohr^2
total strength = 1.000000
strength from E < |E0| = 0.500000
alpha from df/dE = 20.00000 a.u. = 3.2976e-40 C^2 m^2/J
share of alpha from E < |E0| = 0.8395
peak at E = 0.025000 hartree, height = 5.2723 1/hartree
E/|E0| = 0.05: E = 0.00625 hartree, df/dE = 3.93502 1/hartree
E/|E0| = 0.20: E = 0.02500 hartree, df/dE = 5.27232 1/hartree
E/|E0| = 1.00: E = 0.12500 hartree, df/dE = 2.54648 1/hartree
E/|E0| = 4.00: E = 0.50000 hartree, df/dE = 0.32595 1/hartree
box: bound states = 1, E0 = -0.124922 hartree
box: largest even-state strength below 1e-10: True
box level E = 0.02193 hartree: df/dE = 5.2556, formula 5.2541 1/hartree
box level E = 0.13705 hartree: df/dE = 2.3137, formula 2.3153 1/hartree
box level E = 0.49444 hartree: df/dE = 0.3322, formula 0.3329 1/hartree
box: total strength = 0.99875
box: alpha from sum over states = 20.0150 a.u.
kappa = 0.5: field = 0.000500 a.u., alpha from shift = 20.0059, formula 20.0000 a.u.
kappa = 0.8: field = 0.002048 a.u., alpha from shift = 3.0532, formula 3.0518 a.u.
alpha from first-order wavefunction (q = kappa): 5/(4*q**4)
PASS
```
